**Reduced mass in phonon-assisted tunnelling: numerical tests and example**

The program tests $S_{\min}=2\sqrt{2\mu}\,W^{3/2}/(3\hbar qF)$, where $S$ is the amplitude decay, $\mu$ the reduced mass of electron and hole, $F$ the field, and $W$ the gap plus or minus the phonon energy. It minimises the decay numerically from the band edges and asserts the minimum, its position and the hole-leg share for three mass pairs, two fields, and both emission and absorption. It also asserts that transverse energies add to $W$. Numerical overlaps of Airy functions are compared with the closed form containing $\mu$, including the effect of a phonon wave-vector mismatch. The Laplace estimate of the position integral is asserted at 0.1 MV/cm, where the barrier is thick. For the silicon-like example at 2 MV/cm, the output gives a probability exponent of 12.49 and an event 3.31 nm along a 5.8 nm path. The remaining lines size neglected effects; among them, absorption at 300 K reaches 0.65 of emission, and the chosen doping multiplies the exponential by 0.16.

## Numerical check

```python
"""Phonon-assisted band-to-band tunnelling in a uniform field.

Result under test: with parabolic bands, the total decay S(x), minimised over
the position x of the phonon event, is
    S_min = 2 sqrt(2 mu) W^(3/2) / (3 hbar q F),  1/mu = 1/m_e + 1/m_h,
at x = m_e L/(m_e + m_h), where L = W/(qF).
W  = gap + phonon energy (emission) or gap - phonon energy (absorption)
F  = field; m_e, m_h = electron and hole masses along the field
The tunnelling probability contains exp(-2 S_min).
Internal units: eV, nm, V/nm, free-electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import airy, ai_zeros

# hbar^2/(2 m0) in eV nm^2
H2 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18


def kappa(mass, depth, pair_gap=np.inf):
    """Decay constant at a given depth inside the gap (1/nm)."""
    depth = max(depth, 0.0)
    return np.sqrt(mass * depth * (1 - depth / pair_gap) / H2)


def least_decay(m_e, m_h, gap, lost, field, t_v=0.0, t_c=0.0,
                slope=0.0, pair_gap=np.inf):
    """Numerical minimum of the decay, straight from the band edges.

    lost: energy the electron gives to the phonon (negative: absorption)
    t_v, t_c: transverse energies of initial and final state
    slope: decrease of the field per nm
    Returns event position, total decay, hole-leg decay, entry, exit.
    """
    def drop(x):
        return field * x - slope * x * x / 2

    def place(energy):
        return 2 * energy / (field + np.sqrt(field**2 - 2 * slope * energy))

    def hole(x):
        return kappa(m_h, drop(x) + t_v, pair_gap)

    def electron(x):
        return kappa(m_e, gap - drop(x) + lost + t_c, pair_gap)

    x_in, x_out = place(-t_v), place(gap + lost + t_c)

    def total(x):
        return quad(hole, x_in, x)[0] + quad(electron, x, x_out)[0]

    best = minimize_scalar(total, bounds=(x_in, x_out), method="bounded",
                           options={"xatol": 1e-7})
    return best.x, best.fun, quad(hole, x_in, best.x)[0], x_in, x_out


def formula_decay(m_e, m_h, width, field):
    """Derived closed form, evaluated in SI units."""
    mu = const.m_e * m_e * m_h / (m_e + m_h)
    force = const.e * field * 1e9
    return (2 * np.sqrt(2 * mu) * (width * const.e)**1.5
            / (3 * const.hbar * force))


# Minimum, its position and the share of each leg, for unequal masses
for me, mh in [(0.2, 0.15), (0.9, 0.05), (0.05, 0.5)]:
    for lost in (0.06, -0.06):
        for field in (0.1, 0.3):
            x, s, s_hole, _, x_out = least_decay(me, mh, 1.1, lost, field)
            share = me / (me + mh)
            assert abs(s / formula_decay(me, mh, 1.1 + lost, field) - 1) < 1e-6
            assert abs(x / x_out - share) < 1e-3
            assert abs(s_hole / s - share) < 2e-3
# Transverse energies of both states add to W
s_t = least_decay(0.2, 0.15, 1.1, 0.06, 0.2, t_v=0.07, t_c=0.11)[1]
assert abs(s_t / formula_decay(0.2, 0.15, 1.34, 0.2) - 1) < 1e-6

# Example: rough round values in the regime of a silicon tunnel transistor
m_e, m_h, gap, phonon, field, temp = 0.20, 0.15, 1.1, 0.06, 0.2, 300.0
mu = 1 / (1 / m_e + 1 / m_h)
W = gap + phonon
L = W / field
x_star = m_e * L / (m_e + m_h)
S = formula_decay(m_e, m_h, W, field)
x_num, S_num, S_hole, _, _ = least_decay(m_e, m_h, gap, phonon, field)
k_star = np.sqrt(mu * W / H2)
assert abs(kappa(m_h, field * x_star) / k_star - 1) < 1e-9
assert abs(kappa(m_e, W - field * x_star) / k_star - 1) < 1e-9
# End points: whole path in one band
S_e_only = quad(lambda x: kappa(m_e, W - field * x), 0, L)[0]
S_h_only = quad(lambda x: kappa(m_h, field * x), 0, L)[0]
assert S < S_h_only and S < S_e_only


def airy_states(F):
    """Exact envelopes in a uniform field, on a grid covering the barrier."""
    length = W / F
    a, b = (H2 / (m_h * F))**(1 / 3), (H2 / (m_e * F))**(1 / 3)
    x = np.arange(-25.0, length + 25.0, 0.01)
    return x, airy(x / a)[0] * airy((length - x) / b)[0], a, b, length


def event_statistics(F):
    """Airy integral / Laplace estimate, and mean and spread of the event."""
    x, product, a, b, length = airy_states(F)
    weight = product**2
    norm = weight.sum() * 0.01
    mean = (x * weight).sum() * 0.01 / norm
    spread = np.sqrt(((x - mean)**2 * weight).sum() * 0.01 / norm)
    x0 = m_e * length / (m_e + m_h)
    curvature = k_star * length / (2 * x0 * (length - x0))
    sigma = 1 / np.sqrt(2 * curvature)
    laplace = (np.exp(-2 * formula_decay(m_e, m_h, W, F))
               * np.sqrt(2 * np.pi) * sigma
               / (16 * np.pi**2 * np.sqrt(x0 / a * (length - x0) / b)))
    return norm / laplace, mean, spread, x0, sigma


# Laplace's method must become accurate for a weak field (thick barrier)
ratio_w, mean_w, spread_w, x0_w, sigma_w = event_statistics(0.01)
assert abs(ratio_w - 1) < 0.03
assert abs(mean_w / x0_w - 1) < 0.03
assert abs(spread_w / sigma_w - 1) < 0.05
ratio, mean, spread, _, sigma = event_statistics(field)

# Exact overlap: the cubes of the Airy lengths add, giving the reduced mass
for F in (0.05, 0.2):
    x, product, a, b, length = airy_states(F)
    c = (H2 / (mu * F))**(1 / 3)
    overlap = product.sum() * 0.01
    assert abs(overlap / (a * b / c * airy(length / c)[0]) - 1) < 1e-6

# Mismatch Q adds hbar^2 Q^2/(2(m_e+m_h)) to W; the sum over Q is local in x
x, product, a, b, length = airy_states(field)
c = (H2 / (mu * field))**(1 / 3)
Q = np.arange(-12.0, 12.0001, 0.05)
M = np.array([(product * np.exp(1j * q * x)).sum() * 0.01 for q in Q])
M_formula = a * b / c * airy((W + H2 * Q**2 / (m_e + m_h)) / field / c)[0]
assert np.max(np.abs(np.abs(M) - M_formula)) < 1e-6 * M_formula.max()
sum_Q = (np.abs(M)**2).sum() * 0.05 / (2 * np.pi)
assert abs(sum_Q / ((product**2).sum() * 0.01) - 1) < 1e-5

# Energy over which the probability falls by 1/e
E_fall = 2 * W / (3 * 2 * S)
up = least_decay(m_e, m_h, gap + 0.01, phonon, field)[1]
down = least_decay(m_e, m_h, gap - 0.01, phonon, field)[1]
assert abs((2 * up - 2 * down) / 0.02 * E_fall - 1) < 1e-3

# Neglected effects, sized for the example
kT = const.k * temp / const.e
occupation = 1 / np.expm1(phonon / kT)
S_abs = formula_decay(m_e, m_h, gap - phonon, field)
absorb = occupation / (occupation + 1) * np.exp(2 * S - 2 * S_abs)
m_long, m_heavy = 0.9, 0.5
S_long = least_decay(m_long, m_h, gap, phonon, field)[1]
S_heavy = least_decay(m_e, m_heavy, gap, phonon, field)[1]
pair_gap = 3.5
S_pair = least_decay(m_e, m_h, gap, phonon, field, pair_gap=pair_gap)[1]
doping, eps_r = 5e18, 11.7
slope = const.e * doping * 1e6 / (eps_r * const.epsilon_0) * 1e-18
_, S_dop, _, _, L_dop = least_decay(m_e, m_h, gap, phonon, field, slope=slope)
narrowing = 0.05
S_nar = least_decay(m_e, m_h, gap - narrowing, phonon, field)[1]
E_wall = -ai_zeros(1)[0][0] * field * (H2 / (m_e * field))**(1 / 3)
h = 0.01
grid = h * np.arange(1, 1500)
level = eigh_tridiagonal(2 * H2 / m_e / h**2 + field * grid,
                         -H2 / m_e / h**2 * np.ones(len(grid) - 1),
                         eigvals_only=True, select="i", select_range=(0, 0))[0]
assert abs(level / E_wall - 1) < 1e-3


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (rough round values)")
show("gap", gap, "eV")
show("phonon energy", phonon, "eV")
show("electron mass", m_e, "m0")
show("hole mass", m_h, "m0")
show("field", field * 10, "MV/cm")
show("temperature", temp, "K")
print("RESULTS, phonon emission")
show("reduced mass", mu, "m0")
show("W", W, "eV")
show("path length L", L, "nm")
show("event position, formula", x_star, "nm")
show("event position, numerical minimum", x_num, "nm")
show("hole depth at event", field * x_star, "eV")
show("electron depth at event", W - field * x_star, "eV")
show("common decay constant", k_star, "1/nm")
show("S_min, formula", S, "", 5)
show("S_min, numerical minimum", S_num, "", 5)
show("S_min, hole leg", S_hole)
show("S_min, electron leg", S_num - S_hole)
show("S if event at entry (electron mass only)", S_e_only)
show("S if event at exit (hole mass only)", S_h_only)
show("probability exponent 2 S_min", 2 * S)
show("exp(-2 S_min)", np.exp(-2 * S), "", 3)
show("exponent times field", 2 * S * field * 10, "MV/cm")
for f in (0.1, 0.3):
    show(f"2 S_min at {f*10:.0f} MV/cm", 2 * formula_decay(m_e, m_h, W, f))
show("event spread, Laplace", sigma, "nm", 3)
show("event spread, Airy", spread, "nm", 3)
show("event mean, Airy", mean, "nm", 3)
show("Airy integral / Laplace, example field", ratio)
show("Airy integral / Laplace, 0.1 MV/cm", ratio_w)
show("1/e transverse energy", E_fall * 1000, "meV", 3)
print("NEGLECTED EFFECTS (factors on exp(-2S))")
show("phonon occupation", occupation, "", 3)
show("2 S_min, absorption", 2 * S_abs)
show("absorption / emission, with occupation", absorb, "", 3)
show(f"factor, electron mass {m_long} m0", np.exp(2*S - 2*S_long), "", 3)
show(f"factor, hole mass {m_heavy} m0", np.exp(2*S - 2*S_heavy), "", 3)
show(f"2S, non-parabolic, pair gap {pair_gap} eV", 2 * S_pair)
show("factor, non-parabolic", np.exp(2 * S - 2 * S_pair), "", 3)
show("depleted doping", doping, "cm^-3")
show("relative permittivity", eps_r)
show("field decrease per nm", slope * 10, "MV/cm", 3)
show("path length with doping", L_dop, "nm", 3)
show("factor, doping", np.exp(2 * S - 2 * S_dop), "", 3)
show(f"factor, gap narrower by {narrowing} eV", np.exp(2*S - 2*S_nar), "", 3)
show("onset shift, gate-wall confinement", E_wall, "eV", 3)
show("distance after exit to gain one gap", gap / field, "nm", 3)
print("OK")
```

Running it gives:

```
INPUTS (rough round values)
gap: 1.1 eV
phonon energy: 0.06 eV
electron mass: 0.2 m0
hole mass: 0.15 m0
field: 2 MV/cm
temperature: 300 K
RESULTS, phonon emission
reduced mass: 0.08571 m0
W: 1.16 eV
path length L: 5.8 nm
event position, formula: 3.314 nm
event position, numerical minimum: 3.314 nm
hole depth at event: 0.6629 eV
electron depth at event: 0.4971 eV
common decay constant: 1.615 1/nm
S_min, formula: 6.2464
S_min, numerical minimum: 6.2464
S_min, hole leg: 3.569
S_min, electron leg: 2.677
S if event at entry (electron mass only): 9.542
S if event at exit (hole mass only): 8.263
probability exponent 2 S_min: 12.49
exp(-2 S_min): 3.75e-06
exponent times field: 24.99 MV/cm
2 S_min at 1 MV/cm: 24.99
2 S_min at 3 MV/cm: 8.329
event spread, Laplace: 0.938 nm
event spread, Airy: 0.966 nm
event mean, Airy: 3.34 nm
Airy integral / Laplace, example field: 0.9592
Airy integral / Laplace, 0.1 MV/cm: 0.9977
1/e transverse energy: 61.9 meV
NEGLECTED EFFECTS (factors on exp(-2S))
phonon occupation: 0.109
2 S_min, absorption: 10.61
absorption / emission, with occupation: 0.648
factor, electron mass 0.9 m0: 0.0603
factor, hole mass 0.5 m0: 0.0264
2S, non-parabolic, pair gap 3.5 eV: 11.83
factor, non-parabolic: 1.93
depleted doping: 5e+18 cm^-3
relative permittivity: 11.7
field decrease per nm: 0.0773 MV/cm
path length with doping: 6.66 nm
factor, doping: 0.156
factor, gap narrower by 0.05 eV: 2.22
onset shift, gate-wall confinement: 0.46 eV
distance after exit to gain one gap: 5.5 nm
OK
```
